# Wavelength Dependence of Ripple Decay under a Fully Contacting Elastic Pad

## Result

**Theorem.** A rigid workpiece has the surface height
\[
h(x,t)=h_0(t)+a(t)\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad a\ge 0,\quad ka\ll1 ,
\]
measured towards a polishing pad. Assume that:

1. the pad is a homogeneous, isotropic, linear elastic half-space with Young modulus \(E\) and Poisson ratio \(\nu<1/2\), and it responds without delay;
2. pad and workpiece touch everywhere, without friction, under a fixed mean pressure \(p_0\);
3. material is removed by Preston's law, \(\partial h/\partial t=-KpV\), where \(p\) is the local pressure and the coefficient \(K\) and sliding speed \(V\) are uniform and constant.

With \(E^*=E/(1-\nu^2)\), to leading order in \(ka\),
\[
a(t)=a(0)\,e^{-\Gamma t},\qquad \boxed{\Gamma=\frac{\pi KVE^*}{\lambda}} .
\]
Assumption 2 is consistent if
\[
a(0)\le a_c=\frac{p_0\lambda}{\pi E^*}.
\]

At fixed \(K\), \(V\) and \(E^*\), halving the wavelength doubles the decay rate. No electromagnetic or quantum constant enters, so the equations read the same in atomic units as in any other consistent units.

## The elastic response

Let \(z\) point into the pad, with \(z=0\) at its surface. Tensile stress is positive, so the contact pressure is \(p=-\sigma_{zz}(z=0)\). A workpiece crest pushes the pad towards positive \(z\). Full contact therefore prescribes the surface displacement \(u_z=a\cos kx\), apart from a uniform approach that the machine adjusts to maintain \(p_0\).

**Lemma 1.** With zero surface shear, the displacement \(u_z(x,0)=a\cos kx\) requires the pressure ripple
\[
p-p_0=P\cos kx,\qquad P=\tfrac12E^*ka .
\]

**Proof.** Nothing varies along the crests, so the pad is in plane strain. By symmetry about a crest, write
\[
u_x=U(z)\sin kx,\qquad u_z=W(z)\cos kx .
\]
Let \(G\) be the shear modulus, \(L\) the Lamé constant, \(m=L+2G\) and \(n=L+G\). Primes denote \(d/dz\). Hooke's law gives
\[
\begin{aligned}
\sigma_{xx}&=(mkU+LW')\cos kx,\\
\sigma_{zz}&=(mW'+LkU)\cos kx,\\
\sigma_{xz}&=G(U'-kW)\sin kx .
\end{aligned}
\]
Force balance along \(x\) and \(z\), namely \(\partial_x\sigma_{xx}+\partial_z\sigma_{xz}=0\) and \(\partial_x\sigma_{xz}+\partial_z\sigma_{zz}=0\), becomes
\[
\begin{aligned}
GU''-mk^2U-nkW'&=0,\\
mW''-Gk^2W+nkU'&=0 .
\end{aligned}
\]
For solutions proportional to \(e^{-qkz}\), the determinant of this system is
\[
(Gq^2-m)(mq^2-G)+n^2q^2=Gm(q^2-1)^2,
\]
where \(n=m-G\) was used. The decaying root \(q=1\) is double, so with \(\zeta=kz\) the decaying solutions have the form
\[
U=(A+B\zeta)e^{-\zeta},\qquad W=(C+D\zeta)e^{-\zeta}.
\]
Insert these into the first balance equation and divide by \(k^2e^{-\zeta}\):
\[
G(A-2B+B\zeta)-m(A+B\zeta)-n(D-C-D\zeta)=0 .
\]
The terms in \(\zeta\) give \((G-m)B+nD=0\), hence \(D=B\). The constant terms then give \(-nA-2GB-nB+nC=0\). Since \(L=2G\nu/(1-2\nu)\), we have \(n=G/(1-2\nu)\), and therefore
\[
C=A+\left(1+\frac{2G}{n}\right)B=A+(3-4\nu)B .
\]
The second balance equation gives \(D=B\) again, and its constant terms give \(C-A=(2m/n-1)B\). This is the same relation, because \(m/n=2(1-\nu)\).

Zero surface shear means \(U'(0)=kW(0)\), or \(B-A=C\). With the relation for \(C\),
\[
A=-(1-2\nu)B,\qquad C=2(1-\nu)B .
\]
The prescribed displacement sets \(C=a\), so \(B=a/[2(1-\nu)]\) and
\[
\begin{aligned}
W&=a\left[1+\frac{kz}{2(1-\nu)}\right]e^{-kz},\\
U&=\frac{a\,[kz-(1-2\nu)]}{2(1-\nu)}e^{-kz}.
\end{aligned}
\]
At the surface \(W'(0)=k(D-C)=-k(1-2\nu)B\) and \(U(0)=A=-(1-2\nu)B\). Thus
\[
P=-[mW'(0)+LkU(0)]=k(1-2\nu)(m+L)B .
\]
Because \(m+L=2n=2G/(1-2\nu)\), this is \(P=2GkB=Gka/(1-\nu)\). Finally \(E=2G(1+\nu)\) gives \(E^*=2G/(1-\nu)\), so \(P=E^*ka/2\). ∎

The factor \(k\) has a direct meaning. The deformation reaches a depth of order \(1/k\), so a displacement \(a\) produces strains of order \(ka\) and stresses of order \(Eka\).

## Proof of the theorem

Substitute the pressure into Preston's law:
\[
\dot h_0+\dot a\cos kx=-KV\left(p_0+\tfrac12E^*ka\cos kx\right).
\]
The uniform part and the part proportional to \(\cos kx\) must balance separately:
\[
\dot h_0=-KVp_0,\qquad \dot a=-\tfrac12KVE^*k\,a .
\]
The second equation is solved by an exponential with \(\Gamma=KVE^*k/2=\pi KVE^*/\lambda\).

The lowest pressure lies in the trough and equals \(p_0-P\). A contact without adhesion cannot pull, so \(P\le p_0\) is required. Since
\[
P=\frac{\pi E^*a}{\lambda}=p_0\frac{a}{a_c},
\]
this means \(a\le a_c\). The amplitude decreases, so a ripple that meets the condition initially continues to meet it. ∎

**Remark 1: the cost in material.** The mean surface recedes at the rate \(KVp_0\). During one decay time \(1/\Gamma\) it loses
\[
\frac{KVp_0}{\Gamma}=\frac{p_0\lambda}{\pi E^*}=a_c .
\]
The mean removal per e-fold equals the largest amplitude that permits full contact. Under the assumptions of the theorem, a larger \(K\) or \(V\) shortens the process without changing this removal, and a larger \(p_0\) leaves \(\Gamma\) unchanged and increases the material lost. These rules are not exact for a textured pad with slurry: in the model below, at fixed \(s\) and \(d\), a larger \(V\) also increases the removal per e-fold, and a larger \(p_0\) also raises the rate.

**Remark 2: several ripples.** The equations are linear while the total pressure stays positive, so each Fourier component then decays at its own rate. The contact condition applies to the sum of the pressures and not to each component separately.

**Remark 3: loss of full contact.** Since \(p\ge0\), the first pressure harmonic obeys
\[
2\langle p\cos kx\rangle\le2\langle p\rangle=2p_0 ,
\]
where the brackets average over a wavelength. The linear value \(p_0a/a_c\) therefore cannot persist for \(a>2a_c\). A numerical contact solution at \(a=2a_c\) gives 0.75 of the linear value. The trough is then out of contact, and the profile does not remain a pure sinusoid.

## Surface texture and slurry

Real pads touch through fine texture, in the presence of a liquid. Let \(g\) be the gap between the workpiece and the mean pad surface. As a model for ripples much longer than the individual texture contacts, take the solid contact pressure proportional to \(e^{-g/s}\), with decay length \(s\). Let the slurry have viscosity \(\eta\) and mean gap \(d\), and let the pad slide across the crests.

**Proposition 2.** For pressure ripples small compared with \(p_0\) and gap ripples small compared with \(d\), if solid contact alone removes material and carries the whole mean load \(p_0\), the decay rate is
\[
\Gamma'=\Gamma\,\mathrm{Re}\,\frac{1}{1+s/a_c+ir},\qquad r=\frac{6\eta Vs}{p_0kd^3}.
\]

**Proof.** Use complex amplitudes multiplying \(e^{ikx}\): \(a\) for the height, \(g_1\) for the gap, \(P_c\) for the solid pressure and \(P_f\) for the fluid pressure. The pad surface is displaced by the height plus the gap, and it responds to both pressures. Lemma 1, written as displacement equal to \((a_c/p_0)\) times pressure, gives
\[
a+g_1=\frac{a_c}{p_0}(P_c+P_f).
\]
Linearising the texture law gives \(P_c=-p_0g_1/s\), hence \(g_1=-sP_c/p_0\).

For a thin viscous film without side flow, the flux \(Vg/2-g^3p_f'/(12\eta)\) is uniform, where the prime now denotes \(d/dx\). Its derivative gives \((g^3p_f')'=6\eta Vg'\). To first order in the ripple,
\[
-k^2d^3P_f=6i\eta Vk\,g_1,
\]
so that
\[
P_f=-\frac{6i\eta V}{kd^3}g_1=irP_c .
\]
Eliminating \(g_1\) and \(P_f\),
\[
a=\frac{a_c}{p_0}\left(1+ir+\frac{s}{a_c}\right)P_c .
\]
Preston's law is \(\dot a=-KVP_c\), and \(KVp_0/a_c=\Gamma\). Hence
\[
\dot a=-\frac{\Gamma a}{1+s/a_c+ir}.
\]
The real part of the coefficient sets the decay of \(|a|\); the imaginary part moves the ripple sideways. Reversing the sliding direction reverses that motion and leaves the decay unchanged. ∎

Without the fluid term,
\[
\Gamma'=\frac{KVp_0}{a_c+s}.
\]
For \(a_c\gg s\) this is the inverse-wavelength law. For \(a_c\ll s\) the texture takes up nearly all the displacement, and the rate tends to \(KVp_0/s\), independent of wavelength. The crossover \(a_c=s\) lies at \(\lambda=\pi E^*s/p_0\).

## Other limits of the half-space law

**Finite thickness.** Let the pad have thickness \(H\) and be bonded to a rigid base. Compared with a half-space, all displacement below \(H\) is now suppressed. This added constraint cannot lower the minimum elastic energy for a given surface ripple. That energy is \(Pa/4\) per unit area, so \(P\) and the decay rate cannot fall.

In the opposite limit \(kH\to0\), at fixed \(\nu<1/2\), the first balance equation and the shear condition make \(U\) smaller than \(W\) by a factor of order \((L/G+1)kH\). The second equation then reduces to \(W''=0\), with \(W(0)=a\) and \(W(H)=0\). Thus \(W'=-a/H\) and \(P=(L+2G)a/H\), which gives
\[
\Gamma_{\rm thin}=\frac{KV(L+2G)}{H},
\]
again independent of wavelength. For a nearly incompressible pad \(L/G\) is large, and the thin value of \(P\) requires \((L/G)(kH)^2\ll1\); for \(\nu=0.48\), \(P\) is already 6.5% below it at \(kH=0.1\).

**Friction.** Let the surface shear amplitude be \(S\), so that \(Gk(B-A-C)=S\). With \(C=a\) and \(A=C-(3-4\nu)B\),
\[
B=\frac{2a+S/(Gk)}{4(1-\nu)} .
\]
Inserting \(A\), \(B\) and \(D=B\) into \(P=-k[m(D-C)+LA]\) gives
\[
P=2Gka-2Gk(1-2\nu)B=\tfrac12E^*ka-\beta S,\qquad \beta=\frac{1-2\nu}{2(1-\nu)} .
\]
Coulomb friction with coefficient \(f\), for sliding across the crests, follows the pressure and is therefore a quarter wavelength out of phase with the \(\sin kx\) shear used above. In complex amplitudes \(S=\pm ifP\), the sign depending on the sliding direction. Then \(P(1\pm i\beta f)=E^*ka/2\), and the real part multiplies the decay rate by \(1/(1+\beta^2f^2)\). This linear result neglects the changes in pad response caused by the mean load and the mean drag.

**Viscoelasticity.** Pad material crossing the ripple is loaded at angular frequency \(\omega=kV\). If its modulus varies as \((i\omega)^\alpha\) at constant \(\nu\), its phase is \(\alpha\pi/2\), so the loss tangent is \(\tan(\alpha\pi/2)\). The decay follows the real part, which varies as \((kV)^\alpha\). At fixed \(V\), therefore, \(\Gamma\propto\lambda^{-1-\alpha}\), and \(E\) must be read as the storage modulus at the passing frequency.

## Worked example: an aluminium mirror

Consider a ripple with \(\lambda=2\) mm and \(a(0)=500\) nm on an aluminium mirror, polished with a soft elastomer pad. The inputs are rough typical values: \(E=1\) MPa, \(\nu=0.48\), \(H=3\) mm, \(p_0=30\) kPa, \(V=0.3\) m/s and \(K=3\times10^{-13}\) Pa\(^{-1}\). Then \(E^*=1/(1-0.48^2)=1.30\) MPa and
\[
\Gamma=\frac{\pi(3\times10^{-13})(0.3)(1.299\times10^6)}{2\times10^{-3}}\ \mathrm{s^{-1}}
=1.84\times10^{-4}\ \mathrm{s^{-1}},
\]
or 0.661 per hour. The decay time is 91 min. The contact limit is
\[
a_c=\frac{(3.0\times10^4)(2\times10^{-3})}{\pi(1.299\times10^6)}\ \mathrm m=14.7\ \text{µm},
\]
far above the initial amplitude. Correspondingly, the pressure ripple is 1.02 kPa against a mean of 30 kPa.

The mean removal rate is 162 nm/min. Reducing the ripple tenfold takes \(\ln10\) decay times, or 209 min, and removes \(14.7\ln10=34\) µm. Removing 450 nm of ripple amplitude thus costs about 34 µm of mean thickness. A thick mirror blank may afford this; a micrometre-thick film cannot.

The wavelength law was also tested without Lemma 1, by summing the displacements caused by line loads in real space and stepping Preston's law in time. The initial profile combined the 500 nm ripple with a 250 nm ripple of one third the wavelength. The measured rates were 0.661 and 1.98 per hour, a ratio of 3.

**Comparison with real polishing.** The theorem assumes smooth, dry contact; the texture and film model above estimates the effect of dropping that assumption. For rough values \(s=2\) µm, \(d=6\) µm and \(\eta=1\) mPa s, one has \(s/a_c=0.136\) and \(r=0.177\). Texture alone multiplies the rate by 0.880, and texture with slurry by 0.859. The estimate falls from 0.661 to 0.568 per hour, and a tenfold reduction then removes about 39 µm instead of 34 µm. A nonlinear solution of the same texture and film model at 500 nm gives the same factors to three digits; it does not test whether a real pad follows that model. Without slurry pressure, the texture crossover is at 0.27 mm; well below it the model rate approaches the texture limit of 4.9 per hour. This limit applies only while the ripple is still much longer than the individual texture contacts. A shorter ripple deforms the pad within each contact, and its rate rises again as the wavelength falls. The slurry term \(r\) grows in proportion to \(\lambda\), so the inverse-wavelength law also fails at long wavelengths: at 10 mm on a half-space, texture and slurry together multiply the rate by 0.56. On the 3 mm pad of this example the bonded base raises the stiffness by a factor of 1.6 at that wavelength, and the net factor relative to the ideal law is 0.90. These factors treat the film as smooth and ignore the resistance of the texture to flow, which can be substantial when \(d\) is only a few times \(s\). If that resistance halves the flow driven by a given pressure gradient, \(r\) doubles, and the factors become 0.80 at 2 mm and, on a half-space, 0.25 at 10 mm. The factors also assume that the slurry carries no net load over the whole workpiece. This is a delicate condition: in a smooth 6 µm film under a 50 mm square workpiece, a tilt of 1 µm along the sliding direction gives a mean slurry pressure of about half of \(p_0\), positive or negative according to the tilt. The solid load, and with it the rate, can then differ considerably from the estimate.

The modulus chosen here describes a soft pad. For a hard pad with \(E=300\) MPa and \(\nu=0.3\), at the same pressure and wavelength, \(a_c\) is 58 nm, so a smooth pad would not fully contact the 500 nm ripple. With the same 2 µm texture and no slurry pressure, the small-ripple rate is 0.028 of the ideal half-space value. It is then close to the texture limit and nearly independent of wavelength. The hard pad still levels faster than the soft one in this model, but the theorem does not describe its rate.

Other effects at 2 mm, each estimated separately for a smooth, dry pad:

- Finite thickness changes the rate by a relative \(2.4\times10^{-6}\). At 20 mm, where \(kH=0.94\), it raises the rate of a smooth, dry pad by a factor of 4.1, so the half-space law has failed there. With the texture and slurry values above, the slurry pressure offsets most of this rise.
- Friction with \(f=0.5\) lowers the rate by a relative \(3.7\times10^{-4}\) in the linear formula; \(\beta\) is small because the pad is nearly incompressible. That formula omits the mean drag, which shears the pad by \(fp_0/G\approx4\%\), and the mean compression. For a neo-Hookean pad, the drag raises the rate by about 1% and the compression by 0.2 to 0.4%, depending on the compressible form chosen; other finite-strain laws can give different values. The ripple also stretches the pad surface and so modulates the local sliding speed, which lowers the rate by about \(2\beta p_0/E^*\approx0.2\%\). The linear friction loss is therefore not the leading correction here.
- A loss tangent of 0.1 gives \(\alpha=0.0635\). Halving the wavelength then raises the rate by a factor of 2.09 instead of 2. The passing frequency is \(V/\lambda=150\) Hz, and the 1 MPa used here must be the storage modulus at that frequency. Had it been measured at 1 Hz, the same power law would raise the modulus, and with it the ideal rate, by 37%, which is more than the texture and slurry correction.
- The aluminium also deforms elastically, so its compliance adds to that of the pad: \(1/E^*\) becomes \(1/E^*+1/E^*_{\rm Al}\). With a modulus of 70 GPa and a Poisson ratio of 0.35, the rate falls by a relative \(1.6\times10^{-5}\).
- Pad inertia compares \(\rho\omega^2\) with \(Gk^2\), where \(\rho\) is the pad density. Their ratio is \(\rho V^2/G=2.9\times10^{-4}\) for \(\rho=1100\) kg/m³.

Pad wear, heating and departures from Preston's law are not included in these estimates. The main values are in the numerical output below.

## Calculated quantities

```
Pad Young modulus: 1 MPa
Pad Poisson ratio: 0.48
Pad thickness: 3 mm
Mean pressure: 30 kPa
Sliding speed: 0.3 m/s
Preston coefficient: 3e-13 1/Pa
Wavelength: 2 mm
Initial amplitude: 500 nm
Effective pad modulus: 1.299 MPa
Pressure ripple amplitude: 1.021 kPa
Mean removal rate: 162 nm/min
Decay rate: 0.6613 1/h
Decay rate converted: 0.0001837 1/s
Decay time: 90.73 min
Simulated rate, full wavelength: 0.6613 1/h
Simulated rate, one third wavelength: 1.984 1/h
Simulated rate ratio: 3
Full-contact amplitude limit: 14.7 um
Simulated removal per e-fold: 14.7 um
Time for tenfold reduction: 208.9 min
Removal for tenfold reduction: 33.84 um
Partial-contact rate factor at twice limit: 0.75
Texture decay length: 2 um
Texture rate factor, formula: 0.8802
Texture rate factor, nonlinear: 0.8802
Texture crossover wavelength: 0.2721 mm
Texture-limited rate: 4.86 1/h
Mean slurry gap: 6 um
Slurry viscosity: 1 mPa s
Slurry quadrature pressure ratio: 0.1768
Texture and slurry factor, formula: 0.8594
Texture and slurry factor, nonlinear: 0.8594
Decay rate with texture and slurry: 0.5683 1/h
Friction coefficient: 0.5
Friction rate loss: 0.00037
Pad loss tangent: 0.1
Ripple passing frequency: 150 Hz
Viscoelastic extra exponent: 0.0635
Rate ratio on halving wavelength: 2.09
Finite-thickness relative change: 2.4e-06
Long test wavelength: 20 mm
Thickness rate factor at long wavelength: 4.088
Aluminium Young modulus: 70 GPa
Aluminium Poisson ratio: 0.35
Workpiece-compliance rate loss: 1.63e-05
Pad density: 1100 kg/m3
Pad shear-wave speed: 17.5 m/s
Squared speed ratio: 0.00029
Maximum ripple slope: 0.00157
Hard-pad Young modulus: 300 MPa
Hard-pad Poisson ratio: 0.3
Hard-pad full-contact limit: 57.9 nm
Hard-pad texture rate factor: 0.0282
```
